# Logarithmic Threshold Shift from Elastic Tunnelling into Uniform Insulator Traps

## Definitions and conventions

An n-channel thin-film transistor has its channel at $x<0$, an insulator at $0<x<d$ and the gate at $x=d$. The depth $x$ is measured from the channel interface. The elementary charge is $q>0$; $\varepsilon_i$ and $\varepsilon_s$ are the permittivities of insulator and channel, and $m_i$ and $m_c$ the electron masses there. Field symbols denote magnitudes unless a component is named.

Electron energies are measured from the channel band edge at the interface. The insulator barrier lies at $\phi$, the occupied subband starts at $E_1$, and

$$U=\phi-E_1,\qquad \kappa=\frac{\sqrt{2m_iU}}{\hbar}.$$

A positive gate bias is switched on at $t=0$ and held. The step is taken as instantaneous, so no trap fills while the levels are moving. The threshold shift $\Delta V_T$ is the extra gate voltage needed to keep the same mobile channel charge after electrons have been trapped.

The assumptions are these.

1. Traps are uniform in depth and energy, with density $D$ per volume and energy. Each is neutral and empty at first, has a short-range potential and holds at most one electron.
2. Electrons enter and leave at constant energy, by tunnelling to the channel. Exchange with the gate is absent.
3. The channel has one occupied subband with free in-plane motion. Its occupied energy range is so small compared with $U$ that one $\kappa$ serves all electrons.
4. The barrier is treated as rectangular in the tunnelling rate, and the coupling is weak.
5. Trapping changes the channel density little.

**Theorem.** Let $N$ be the density of traps that elastic tunnelling can fill, and let their filling time be $\tau(x)=\tau_0e^{2\kappa x}$. If $t\gg\tau_0$ and $t\ll\tau(d)$, then up to end corrections that fall as $e^{-t/\tau_0}$ and in proportion to $t/\tau(d)$,

$$\Delta V_T=\frac{qN}{\varepsilon_i}\left[d\,x_f-\frac{x_f^2}{2}-\frac{\pi^2}{48\kappa^2}\right],\qquad x_f=\frac{\ln(t/\tau_0)+\gamma}{2\kappa},$$

where $\gamma=0.577\ldots$ is Euler's constant. While $x_f\ll d$, the shift is linear in $\ln t$.

Lemmas 1 to 3 derive $N$ and $\tau(x)$ from the assumptions. Lemma 4 and the final proof turn them into a voltage.

## Which traps can be filled

**Lemma 1.** The fillable density is the same at every depth. At temperature $T$ it is

$$N=Dw,\qquad w=kT\ln\left(2e^{E_F/kT}-1\right),\qquad E_F=\frac{\pi\hbar^2n_s}{m_c},$$

where $n_s$ is the channel density per area.

*Proof.* Let a trap level lie at $E_0$ before the bias. The insulator field $F_i$ lowers it to $E=E_0-qF_ix$. At fixed $x$ this is a rigid displacement, so a uniform distribution still has density $D$ at energy $E$. The distribution must extend over the energies swept by the displacement.

An elastic partner exists only for $E\ge E_1$. Such a trap had $E_0\ge E_1+qF_ix>0$. It was empty if the Fermi level before bias lay several $kT$ below the band edge, as is assumed.

Let $p$ be the occupation of a trap, $f$ the Fermi function at its energy, and $\Gamma$ the tunnelling rate per spin. An empty trap can take an electron of either spin. A full one can return its electron only to an empty state of that spin. Hence

$$\dot p=2\Gamma f(1-p)-\Gamma(1-f)p=2\Gamma f-\Gamma(1+f)p.$$

Setting $\dot p=0$ and using $1/f=1+e^{(E-\mu)/kT}$ gives

$$p_{\rm eq}=\frac{2f}{1+f}=\frac{1}{1+\frac12e^{(E-\mu)/kT}}.$$

With $a=\frac12e^{-(\mu-E_1)/kT}$ and $\epsilon=E-E_1$, the effective energy window is

$$w=\int_0^\infty\frac{d\epsilon}{1+ae^{\epsilon/kT}}
=-kT\left[\ln(e^{-\epsilon/kT}+a)\right]_0^\infty
=kT\ln\left(1+\frac1a\right).$$

The two-dimensional density of states, $m_c/\pi\hbar^2$ for both spins, fixes $\mu$:

$$n_s=\frac{m_c}{\pi\hbar^2}kT\ln\left(1+e^{(\mu-E_1)/kT}\right)
\quad\Rightarrow\quad e^{(\mu-E_1)/kT}=e^{E_F/kT}-1.$$

Thus $1+1/a=2e^{E_F/kT}-1$. $\square$

At zero temperature $w=E_F$: the traps facing the filled part of the subband are filled. The relaxation rate is $(1+f)\Gamma$, between $\Gamma$ and $2\Gamma$. The theorem uses $2\Gamma$ for all traps. This places the front too deep by at most $\ln2/(2\kappa)$, a fixed distance that does not alter its advance per decade.

## The tunnelling time

**Lemma 2.** If $\chi(x)$ is the normalized subband function across the layers, the rate per spin is

$$\Gamma(x)=\frac{2\pi\hbar m_c\kappa}{m_i^2}\,\chi(0)^2e^{-2\kappa x}.$$

*Proof.* Let $r$ be the distance from the trap. Outside a short-range potential the bound state is

$$\varphi=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r},\qquad
\int|\varphi|^2d^3r=\frac{\kappa}{2\pi}\,4\pi\int_0^\infty e^{-2\kappa r}dr=1.$$

The Schrödinger equation of the isolated trap, with trap potential $V_t$, gives

$$V_t\varphi=(E-\phi)\varphi+\frac{\hbar^2}{2m_i}\nabla^2\varphi
=\frac{\hbar^2}{2m_i}(\nabla^2-\kappa^2)\varphi.$$

Since $(\nabla^2-\kappa^2)(e^{-\kappa r}/r)=-4\pi\delta(\mathbf r)$, the trap acts as a point source:

$$V_t\varphi=-\frac{2\pi\hbar^2}{m_i}\sqrt{\frac{\kappa}{2\pi}}\,\delta(\mathbf r).$$

A channel state $\psi_{\mathbf k}=A^{-1/2}\chi(x)e^{i\mathbf k\cdot\boldsymbol\rho}$, with area $A$ and in-plane position $\boldsymbol\rho$, solves the problem without the trap. For the full Hamiltonian $H$ this means $(H-E)\psi_{\mathbf k}=V_t\psi_{\mathbf k}$ at resonance. Projection onto $\varphi$ gives the leading transfer element, with magnitude

$$|M|=\frac{2\pi\hbar^2}{m_i}\sqrt{\frac{\kappa}{2\pi}}\,|\psi_{\mathbf k}(\mathbf r_t)|,\qquad
|\psi_{\mathbf k}(\mathbf r_t)|^2=\frac{\chi(0)^2e^{-2\kappa x}}{A}.$$

There are $Am_c/(2\pi\hbar^2)$ states per energy and spin. The golden rule therefore yields

$$\Gamma=\frac{2\pi}{\hbar}\cdot\frac{4\pi^2\hbar^4}{m_i^2}\cdot\frac{\kappa}{2\pi}\cdot\frac{\chi(0)^2e^{-2\kappa x}}{A}\cdot\frac{Am_c}{2\pi\hbar^2},$$

which reduces to the stated rate. $\square$

**Lemma 3.** Let $\bar F$ be the mean field felt by the channel electrons. For a high barrier, $E_1m_i\ll m_cU$,

$$\hbar\Gamma=\frac{4\pi q\bar F}{\kappa}e^{-2\kappa x},\qquad
\tau_0=\frac{\hbar\kappa}{8\pi q\bar F},\qquad
\bar F=\frac{qn_s}{2\varepsilon_s}.$$

*Proof.* In the channel, $-(\hbar^2/2m_c)\chi''+V\chi=E_1\chi$. Multiplication by $2\chi'$ gives

$$-\frac{\hbar^2}{2m_c}(\chi'^2)'+(V-E_1)(\chi^2)'=0.$$

Integrate from deep in the channel, where $\chi$ vanishes, to $x=0^-$, where $V=0$. Integrating the second term by parts gives

$$\frac{\hbar^2}{2m_c}\chi'(0^-)^2+E_1\chi(0)^2=-\int_{-\infty}^0V'\chi^2dx=q\bar F.$$

The force $-V'$ points towards the interface. The equation balances it against the reaction of the barrier. Continuity of $\chi'/m$ gives $\chi'(0^-)=-(m_c/m_i)\kappa\chi(0)$, and with $\hbar^2\kappa^2=2m_iU$

$$\chi(0)^2\left[\frac{m_c}{m_i}U+E_1\right]=q\bar F.$$

For a high barrier the second term in the bracket is dropped, so

$$\chi(0)^2=\frac{m_iq\bar F}{m_cU}=\frac{2m_i^2q\bar F}{\hbar^2\kappa^2m_c}.$$

Insertion in Lemma 2 cancels both masses outside $\kappa$ and gives $\hbar\Gamma$. Two spins can fill an empty trap, so $\tau=1/(2\Gamma)$, which gives $\tau_0$.

For the mean field, let $P(x)=\int_{-\infty}^x\chi^2dx'$. With zero field deep in the channel, Gauss's law gives $F=qn_sP/\varepsilon_s$. The small probability inside the barrier is neglected, so $P(0)=1$ and

$$\bar F=\int F\chi^2dx=\frac{qn_s}{\varepsilon_s}\int_0^1P\,dP=\frac{qn_s}{2\varepsilon_s}.\qquad\square$$

Weak coupling requires $\hbar\Gamma\ll w$. It fails for traps very close to the interface, but these fill long before any ordinary measurement and do not affect the later advance.

## From trapped charge to voltage

**Lemma 4.** For a density $n(x)$ of trapped electrons,

$$\Delta V_T=\frac q{\varepsilon_i}\int_0^d(d-x)n(x)\,dx.$$

*Proof.* Fixed channel charge means a fixed field at $x=0^+$. The added field component along $+x$ is therefore $-(q/\varepsilon_i)\int_0^xn\,dx'$. The gate voltage is minus the integral of this component across the insulator:

$$\Delta V_T=\frac q{\varepsilon_i}\int_0^ddx\int_0^xn(x')dx'
=\frac q{\varepsilon_i}\int_0^dn(x')\left[\int_{x'}^ddx\right]dx'.\qquad\square$$

Electrons near the channel have the longest lever arm. As the front moves towards the gate, each new layer counts for less.

**Proof of the theorem.** With the common filling time, $\dot n=(N-n)/\tau(x)$ and $n(x,0)=0$. Writing $\theta=t/\tau_0$,

$$n=NS(x),\qquad S(x)=1-\exp(-u),\qquad u=\theta e^{-2\kappa x}.$$

Define $g=-dS/dx=2\kappa ue^{-u}$. Integration by parts gives

$$\int_0^\infty S\,dx=\int_0^\infty xg\,dx,\qquad
\int_0^\infty xS\,dx=\frac12\int_0^\infty x^2g\,dx.$$

Replacing the upper limit $d$ by infinity is allowed because $S\le\theta e^{-2\kappa x}$, which is tiny beyond $d$ when $t\ll\tau(d)$. The lower limit on the right can be moved to $-\infty$ because $g$ has total weight $e^{-\theta}$ at $x<0$.

Now $dx=-du/(2\kappa u)$, so the weight $g\,dx$ becomes $e^{-u}du$ on $0<u<\infty$, with $x=(\ln\theta-\ln u)/(2\kappa)$. The required integrals are the first two derivatives of the gamma function at unity:

$$\int_0^\infty e^{-u}\ln u\,du=-\gamma,\qquad
\int_0^\infty e^{-u}\ln^2u\,du=\gamma^2+\frac{\pi^2}{6}.$$

Therefore

$$\langle x\rangle=\frac{\ln\theta+\gamma}{2\kappa}=x_f,$$

$$\langle x^2\rangle=\frac{\ln^2\theta+2\gamma\ln\theta+\gamma^2+\pi^2/6}{4\kappa^2}
=x_f^2+\frac{\pi^2}{24\kappa^2}.$$

The trapped number per area is $Nx_f$, and the first moment of $n$ is $N(x_f^2/2+\pi^2/48\kappa^2)$. Lemma 4 gives the theorem. $\square$

## Slope and limits

Changing $t$ translates $S$ without changing its shape. The front has standard deviation $\pi/(\sqrt{24}\,\kappa)$ and advances by $\ln10/(2\kappa)$ per decade. Differentiation of the theorem gives

$$\frac{d\Delta V_T}{d\log_{10}t}=\frac{qN}{\varepsilon_i}\,\frac{\ln10}{2\kappa}(d-x_f).$$

The logarithm arises because equal steps in depth multiply the filling time by equal factors. The slope falls in proportion to $1-x_f/d$, which is the sense in which the law is initially linear in log time.

"Initially" does not mean $t\to0$. For $t\ll\tau_0$ the rate equation gives $S\approx\theta e^{-2\kappa x}$, and for $\kappa d\gg1$

$$\Delta V_T\approx\frac{qN}{\varepsilon_i}\,\frac t{\tau_0}\left(\frac d{2\kappa}-\frac1{4\kappa^2}\right),$$

which is linear in time. This is a limit of the rate equation; the golden rule need not hold at such short times.

At the other end, a density $N$ filled throughout the insulator would give $qNd^2/(2\varepsilon_i)$. Before that, the gate would exchange electrons with nearby traps and assumption 2 would fail. In a strong field the insulator's band edge also falls below $E_1$ at the depth $U/(qF_i)$, if this is less than $d$. The picture ends well before that depth. A filled trap can tunnel forward into the insulator's conduction band, and the exponents for this escape and for filling from the channel are equal when $(U-qF_ix)^{3/2}=U^{3/2}/2$, that is at $x=(1-2^{-2/3})\,U/(qF_i)\approx0.37\,U/(qF_i)$. Deeper traps pass electrons on instead of holding them. For the example below this depth is about 5.7 nm and is not reached in any practical time; at twice that field it is about 2.8 nm and is reached within a tenth of a second.

Uniformity in depth matters as well. If $N$ depends on $x$, then $\partial S/\partial\ln t=ue^{-u}=g/(2\kappa)$ gives

$$\frac{d\Delta V_T}{d\ln t}=\frac q{2\kappa\varepsilon_i}\int_0^dN(x)(d-x)g(x)\,dx.$$

The slope samples the trap density at the front, averaged over its width.

## A worked example

The channel is idealized as a clean layer with sharp subbands, a limit discussed at the end. The parameters are rough typical values for an amorphous In-Ga-Zn oxide transistor on deposited silicon dioxide: $m_c=0.35\,m_0$ and $m_i=0.50\,m_0$, with $m_0$ the free-electron mass; relative permittivities 10 and 3.9; $\phi=3.2$ eV; $d=100$ nm; gate overdrive $V_{ov}=20$ V; $T=300$ K; and $D=10^{19}$ cm$^{-3}$ eV$^{-1}$.

The insulator field is $20\ \text{V}/100\ \text{nm}=2$ MV/cm. The channel density $n_s=\varepsilon_iV_{ov}/(qd)$ is $4.31\times10^{12}$ cm$^{-2}$, and $\bar F=0.390$ MV/cm. The subband energy comes from solving the Schrödinger and Poisson equations together by finite differences, for a 30 nm film with hard walls and one occupied subband. The result is $E_1=0.174$ eV, so $U=3.2-0.174=3.026$ eV and $\kappa=6.30$ nm$^{-1}$. With the finite barrier in place of the hard wall, $E_1$ drops to 0.157 eV, which raises $\kappa$ by only 0.3%. Then

$$\tau_0=\frac{(6.58\times10^{-16}\ \text{eV s})(6.30\ \text{nm}^{-1})}{8\pi(0.0390\ \text{eV/nm})}=4.2\times10^{-15}\ \text{s}.$$

With $E_F=0.0295$ eV and $kT=0.0259$ eV, Lemma 1 gives $w=0.0429$ eV and $N=4.29\times10^{17}$ cm$^{-3}$. The front advances 0.183 nm per decade and has a standard deviation of 0.102 nm.

At $10^4$ s the front is at 3.40 nm. Since $q/\varepsilon_i=V_{ov}/(n_sd)$, and the width term is negligible here,

$$\Delta V_T\approx V_{ov}\frac{Nx_f}{n_s}\left(1-\frac{x_f}{2d}\right)
=20\ \text{V}\times0.0339\times0.983=0.67\ \text{V}.$$

| Time (s) | Front (nm) | Shift (V) |
|---|---|---|
| 1 | 2.67 | 0.525 |
| 100 | 3.04 | 0.595 |
| 10000 | 3.40 | 0.666 |

At fixed channel density, the slope changes from 35.4 to 35.1 mV per decade between 1 s and $10^4$ s, less than one percent. After such an ideal step, about 79% of the shift at $10^4$ s is already present at 1 s. A measurement that takes its reference at 1 s would record only the remaining part, 141 mV by the formula. The slope alone then gives the combination $N/\kappa$ for known $d\gg x_f$; finding $\tau_0$ also requires the threshold before stress and a nearly ideal step.

For a 6 nm insulator, with $N$, $\kappa$ and $\tau_0$ held fixed, the formula gives a slope at $10^4$ s that is $(6-3.40)/(6-2.67)=0.78$ of that at 1 s. This illustrates only the shrinking lever arm. By then the front has passed the middle of the insulator, where traps would exchange electrons faster with the gate than with the channel, so assumption 2 fails and a real device would not follow this ratio. In the 100 nm insulator, a trap density falling by a factor $e$ per nanometre would reduce the same ratio to 0.48, mostly because the front moves 0.73 nm into a region with fewer traps.

## What the model leaves out

Several corrections are modest here. Integrating the occupation over trap energy and depth, with the rate $(1+f)\Gamma$ in place of $2\Gamma$, gives 0.991 of the theorem's shift at $10^4$ s. The term dropped for a high barrier is $E_1m_i/(m_cU)=0.082$ of the one kept. It lengthens $\tau_0$ by 8% and moves the front back by $\ln(1.082)/(2\kappa)=0.006$ nm. Even a tenfold error in $\tau_0$ moves the front by only 0.183 nm.

The field tilts the barrier. Replacing $\kappa x$ by $\int_0^x\sqrt{2m_i(U-qF_ix')}\,dx'/\hbar$ puts the front at 3.63 nm after $10^4$ s, and raises its advance per decade by 15% relative to the rectangular barrier. Tilt changes the relative slope by $qF_i/[2(U-qF_ix)]$ per unit depth, about $+0.04$ nm$^{-1}$ here. The shrinking lever arm contributes about $-0.01$ nm$^{-1}$. At fixed channel density the line in this example therefore steepens slightly instead of flattening.

One subband is not enough for these parameters even at zero temperature: in the one-subband potential the second level lies 0.024 eV above $E_1$, less than $E_F$. A self-consistent calculation with 20 subbands at 300 K puts 20% of the carriers above the lowest subband. The window computed from the lowest subband then falls from 0.0429 to 0.0355 eV, which lowers $N$ by 17%. The shift uses 3.3% of the overdrive. At held bias the channel loses about that fraction of its electrons, so by Lemma 1 $N$ falls by about 3%, and the gain between 1 s and $10^4$ s by about 5%. The Fowler–Nordheim exponent, $4\sqrt{2m_i}\,U^{3/2}/(3\hbar qF_i)=127$, makes direct tunnelling from the channel into the insulator's conduction band negligible. For an electron trapped at the tilted front, 3.63 nm deep, the escape exponent is about 84, twice the filling exponent, so this escape is negligible too.

The elastic condition matters far more. Levels at the front are lowered by $qF_ix_f=0.68$ eV. Many initially empty traps now lie below $E_1$ and have no elastic partner. At depth $x$ their energy range is at least $E_1+qF_ix$. Averaged over the filled depth and compared with the elastic window, this gives

$$\frac{E_1+qF_ix_f/2}{w}=\frac{0.174+0.340}{0.0429}\approx12.$$

A real gate bias also takes time to rise. Meanwhile the trap levels sweep down through the filled part of the subband. Traps near the channel can capture an electron on the way and then drop below $E_1$, where they have no elastic way to release it. This extra charge is not computed here and need not be small. Electrons stranded in this way add an offset to the shift. The offset is not strictly constant: later trapping at held bias weakens the field near the channel, which lifts levels just below $E_1$ back into the elastic window, where some of their electrons can leave.

For a real oxide transistor, the thickness, field and masses above are ordinary. The decay constant is less certain: $\phi=4.2$ eV would give $\kappa=7.3$ nm$^{-1}$ and a slope of 31 mV per decade, while a two-band dispersion with a 9 eV gap, $\kappa\to\kappa\sqrt{1-U/E_g}$, would give 5.1 nm$^{-1}$ and 43 mV per decade. The trap density is uncertain and would be high for a good thermal oxide; at fixed bias the calculated shift is proportional to it. Two assumptions are seriously broken. The first is free in-plane motion in a sharp subband. For a mobility of 10 cm$^2$/(V s), ordinary for this amorphous oxide, the scattering time $\tau_s$ (mobility times $m_c/q$) gives a level broadening $\hbar/\tau_s=0.33$ eV. This exceeds both $E_1$ and $w$, so the sharp lower edge of the elastic window is an idealization. The second is elastic capture, because electron capture by oxide defects commonly involves lattice relaxation. If all the lower traps behind the front were also filled, the trapped charge would be about thirteen times as large. The shift would then be a large part of the overdrive, and assumption 5 would fail too. The 0.67 V is thus the elastic contribution after an ideal step within this model, not a prediction of the total instability.
